# Franz dispersion and symmetry filtering from a two-band k.p Hamiltonian

## 1. What symmetry and dimensions fix

Consider an insulator with valence edge $E_v$, conduction edge $E_c$ and gap $E_g=E_c-E_v$. Let $z$ be the barrier normal and $k$ the wavevector along $z$, measured from the point $k_0$ where both edges lie. Suppose that two bands suffice and that their $2\times2$ Hamiltonian $H(k)$ is at most linear in $k$. Its energies satisfy

$$E^2-E\,\mathrm{tr}H(k)+\det H(k)=0 .$$

The trace is at most linear in $k$ and the determinant at most quadratic. If inversion maps $k$ to $-k$, the energies at these two wavevectors agree, so trace and determinant contain no odd powers. The trace is then constant, and the determinant is a constant plus a multiple of $k^2$. At $k=0$ the roots must be $E_c$ and $E_v$, which leaves

$$(E-E_c)(E-E_v)=C k^2 . \tag{1}$$

The constant $C$ has the dimension energy² × length². Near the conduction edge $E-E_v\approx E_g$, so $E-E_c\approx Ck^2/E_g$. Calling this $\hbar^2k^2/2m^*$ gives $C=\hbar^2E_g/2m^*$. Inside the gap the left side of (1) is negative. For positive $C$ the wavevector is therefore imaginary, $k=i\kappa$, and

$$\boxed{\;\kappa^2=\frac{2m^*}{\hbar^2}\,\frac{(E-E_v)(E_c-E)}{E_g}\;},\qquad E_v<E<E_c . \tag{2}$$

This is the symmetric Franz dispersion. It remains to show that $C$ is positive, to express it through a matrix element, and to find the error made when a crystal is not exactly of this form.

## 2. The Hamiltonian

Assume a local periodic potential $V$, no spin-orbit coupling, and an inversion-symmetric crystal. Take $k_0$ to be a point that inversion maps to itself up to a reciprocal lattice vector, such as the zone centre or, in one dimension, the zone boundary. Let $\phi_n$ be the Bloch functions at $k_0$, orthonormal over a cell, with energies $E_n$. Write

$$\psi=e^{ikz}\sum_n c_n\phi_n .$$

The momentum operator obeys $\hat p_z(e^{ikz}\phi)=e^{ikz}(\hat p_z+\hbar k)\phi$. Applying it twice gives $\hat p_z^2+2\hbar k\hat p_z+\hbar^2k^2$, hence

$$\left(\frac{\hat p^2}{2m_0}+V\right)e^{ikz}\phi_n=e^{ikz}\left(E_n+\frac{\hbar^2k^2}{2m_0}+\frac{\hbar k}{m_0}\hat p_z\right)\phi_n .$$

Cancelling $e^{ikz}$ in the Schrödinger equation and projecting on $\phi_m$ gives the matrix

$$H_{mn}=\left(E_n+\frac{\hbar^2k^2}{2m_0}\right)\delta_{mn}+\frac{\hbar k}{m_0}\langle\phi_m|\hat p_z|\phi_n\rangle . \tag{3}$$

No step required $k$ to be real. Equation (3) therefore also holds for evanescent waves, provided that $k$ itself, not its complex conjugate, stands in both off-diagonal places.

Keep two nondegenerate states, $\phi_c$ and $\phi_v$, of opposite parity. Since $\hat p_z$ is odd under inversion, its diagonal elements vanish, while $p=\langle\phi_c|\hat p_z|\phi_v\rangle$ is allowed. The phase of $p$ can be absorbed in $\phi_c$. With $A=\hbar|p|/m_0$, and with the diagonal $k^2$ terms dropped for now,

$$H(k)=\begin{pmatrix}E_c & Ak\\ Ak & E_v\end{pmatrix}. \tag{4}$$

A nonzero solution requires

$$(E-E_c)(E-E_v)-A^2k^2=0 . \tag{5}$$

Thus $C=A^2$, which is positive: the coupling pushes the two levels apart at real $k$.

For the masses, put $E=E_c+\delta$ in (5). Then $\delta(E_g+\delta)=A^2k^2$, and for $\delta\ll E_g$ this gives $\delta=A^2k^2/E_g$. Putting $E=E_v-\delta$ gives $(-E_g-\delta)(-\delta)=A^2k^2$, the same equation. The bands curve equally in opposite directions, with

$$\frac{\hbar^2}{2m^*}=\frac{A^2}{E_g},\qquad m^*=\frac{\hbar^2E_g}{2A^2}. \tag{6}$$

Setting $k=i\kappa$ in (5) and changing both signs gives the form most convenient for computation,

$$\kappa=\frac{\sqrt{(E-E_v)(E_c-E)}}{A}. \tag{7}$$

Substituting $A^2=\hbar^2E_g/2m^*$ reproduces (2). The factor $1/E_g$ is thus tied to the use of a mass. If the gap is varied at fixed $A$, $m^*$ varies with it.

A spectrum symmetric about midgap does not by itself guarantee (2). Adding $+Bk^2$ to the upper diagonal element of (4) and $-Bk^2$ to the lower one keeps that symmetry, but gives

$$\left(E-\frac{E_c+E_v}{2}\right)^2=\left(\frac{E_g}{2}+Bk^2\right)^2+A^2k^2,$$

which contains $k^4$. The absence of diagonal $k^2$ terms is a separate assumption.

## 3. The loop in the gap and its limits

Let $\varepsilon=E-(E_c+E_v)/2$. Then $E-E_v=E_g/2+\varepsilon$ and $E_c-E=E_g/2-\varepsilon$, so (7) becomes $A^2\kappa^2=E_g^2/4-\varepsilon^2$. Solving for the energy,

$$E=\frac{E_c+E_v}{2}\pm\sqrt{\frac{E_g^2}{4}-A^2\kappa^2}. \tag{8}$$

The two branches start at the band edges and meet at midgap, where

$$\kappa_{\max}=\frac{E_g}{2A}=\frac{1}{\hbar}\sqrt{\frac{m^*E_g}{2}} . \tag{9}$$

For larger $\kappa$ the energies in (8) are complex. This does not contradict the Hermiticity of the crystal Hamiltonian: $H(i\kappa)$ acts on waves that grow without limit on one side, and the matrix is not Hermitian.

**Close to an edge.** For $E_c-E\ll E_g$, the factor $(E-E_v)/E_g$ tends to one and (2) gives $\kappa^2\approx2m^*(E_c-E)/\hbar^2$, the result for one parabolic band. The valence edge behaves in the same way, with $E-E_v$ in place of $E_c-E$. At a general energy,

$$\frac{\kappa^2}{\kappa_{\rm par}^2}=\frac{E-E_v}{E_g},\qquad \kappa_{\rm par}^2=\frac{2m^*(E_c-E)}{\hbar^2}. \tag{10}$$

At midgap the parabolic estimate of $\kappa$ is too large by $\sqrt2$. It leaves out the valence band, to which the evanescent branch in (8) connects.

**Close to midgap.** Equations (8) and (9) give $\kappa=\kappa_{\max}\sqrt{1-4\varepsilon^2/E_g^2}\approx\kappa_{\max}(1-2\varepsilon^2/E_g^2)$. The decay constant is stationary there, so a small error in the Fermi level enters in second order. This holds for equal edge masses; if they differ, the maximum of $\kappa$ moves away from midgap.

**Small gap at fixed coupling.** At a fixed relative position $x=(E-E_v)/E_g$,

$$\kappa=\frac{E_g}{A}\sqrt{x(1-x)}. \tag{11}$$

The decay constant falls linearly with the gap. At $E_g=0$, equation (5) becomes $E-E_c=\pm Ak$, and no evanescent range remains.

## 4. Unequal masses and the error of the symmetric law

The free-electron term in (3), and the influence of bands left out of the pair, add $k^2$ terms to the diagonal. Let these be $B_ck^2$ and $B_vk^2$; the free-electron term alone gives $B_c=B_v=\hbar^2/2m_0$. Define

$$q=\kappa^2,\qquad u=E-E_v,\qquad w=E_c-E,\qquad u+w=E_g .$$

With $k^2=-q$ the diagonal elements are $E_c-B_cq$ and $E_v-B_vq$. The determinant condition is $(-w+B_cq)(u+B_vq)=-A^2q$, or, after a change of sign,

$$(w-B_cq)(u+B_vq)=A^2q .$$

Multiplying out and collecting powers of $q$,

$$B_cB_vq^2+\left(A^2+B_cu-B_vw\right)q=uw . \tag{12}$$

If $|B_cB_v|q^2\ll uw$, the first term may be dropped. Dividing the rest by $uwq$, and writing $A^2=A^2(u+w)/E_g$, gives

$$\frac1{\kappa^2}=\frac{A^2/E_g+B_c}{w}+\frac{A^2/E_g-B_v}{u}.$$

The numerators are the edge curvatures. At real small $k$ the upper band is $E_c+(A^2/E_g+B_c)k^2$ and the lower band is $E_v-(A^2/E_g-B_v)k^2$. With positive masses $m_c$ and $m_v$ defined by these curvatures,

$$\frac1{\kappa^2}=\frac{\hbar^2}{2m_c(E_c-E)}+\frac{\hbar^2}{2m_v(E-E_v)} . \tag{13}$$

This is the two-mass Franz form. For $m_c=m_v=m^*$ the two fractions add to $\hbar^2E_g/[2m^*(E_c-E)(E-E_v)]$, which is (2).

Now keep the free-electron term alone, with $h=\hbar^2/2m_0$. From (6), $A^2/E_g=h\,m_0/m^*$, where $m^*$ now denotes the coupling mass defined by $A$, not the curvature of either band. The edge masses are

$$\frac{m_0}{m_c}=\frac{m_0}{m^*}+1,\qquad \frac{m_0}{m_v}=\frac{m_0}{m^*}-1 , \tag{14}$$

so $1/m^*$ is the mean of $1/m_c$ and $1/m_v$. Equation (12) becomes, with $s=w-u=E_c+E_v-2E$,

$$h^2q^2+(A^2-hs)q=uw. \tag{15}$$

Let $b=A^2-hs$. The positive root is $[-b+\sqrt{b^2+4h^2uw}]/2h^2$. Multiplying numerator and denominator by $b+\sqrt{b^2+4h^2uw}$ gives

$$\kappa^2=\frac{2uw}{b+\sqrt{b^2+4h^2uw}} , \tag{16}$$

which avoids a difference of nearly equal numbers when $b>0$. The other root is negative, since the product of the roots is $-uw/h^2$. For small $m^*/m_0$ it is a real wavevector far from $k_0$, where two bands do not suffice, and it should be discarded.

Dropping $h^2q^2$ and using $h/A^2=m^*/(m_0E_g)$,

$$\kappa^2=\frac{uw/A^2}{1-(m^*/m_0)s/E_g}\approx\frac{uw}{A^2}\left[1+\frac{m^*}{m_0}\frac{E_c+E_v-2E}{E_g}\right]. \tag{17}$$

To first order in $m^*/m_0$, $\kappa^2$ is raised above the symmetric value in the lower half of the gap and reduced in the upper half. At midgap $s=0$, and the dropped term matters. There $q\approx E_g^2/4A^2$, so $h^2q/A^2\approx h^2E_g^2/4A^4=(m^*/m_0)^2/4$. The symmetric $\kappa^2$ is reduced by this fraction to leading order.

## 5. Comparison with a crystal solved directly

The one-dimensional potential $V(x)=2U\cos(2\pi x/a)$, with $a=0.30$ nm and $U=0.50$ eV, provides a comparison that does not assume (4). Its lowest gap lies at the zone boundary. A plane-wave calculation gives $E_v=3.6707$ eV, $E_c=4.6705$ eV, $E_g=0.9998$ eV and $A=0.7983$ eV nm. With $h=0.0381$ eV nm²,

$$\frac{m^*}{m_0}=\frac{hE_g}{A^2}=\frac{0.0381\times0.9998}{0.7983^2}=0.0598 .$$

The curvatures of the computed bands give $m_c/m_0=0.0564$ and $m_v/m_0=0.0636$, in agreement with (14).

The decay constant follows from the Schrödinger equation over one cell. Let $M$ be the matrix that carries $(\psi,\psi')$ across the cell. The Wronskian is constant, so $\det M=1$ and the eigenvalues are reciprocal. At the zone boundary $e^{ik_0a}=-1$, so they are $-e^{\pm\kappa a}$ and

$$\cosh\kappa a=-\tfrac12\mathrm{tr}M . \tag{18}$$

The results, in nm⁻¹, are:

| $x$ | direct | symmetric | two-mass |
|---|---|---|---|
| 0.10 | 0.3850 | 0.3757 | 0.3850 |
| 0.25 | 0.5504 | 0.5423 | 0.5506 |
| 0.50 | 0.6259 | 0.6262 | 0.6262 |
| 0.75 | 0.5342 | 0.5423 | 0.5344 |
| 0.90 | 0.3670 | 0.3757 | 0.3670 |

At $x=0.25$, for example, (11) gives $\kappa=0.9998\sqrt{0.1875}/0.7983=0.542$ nm⁻¹. The direct $\kappa^2$ is 3.01% above the symmetric value there; the correction in (17) is $0.0598\times0.5=2.99\%$. At midgap the difference is $-0.09\%$, as expected from $-(0.0598)^2/4$. The asymmetry thus comes from the free-electron term, and (13) removes nearly all of it.

## 6. From decay constant to transmission

In a thick barrier the wave reaching the far side has been reduced in amplitude by $e^{-\kappa d}$. Matching at the two interfaces contributes factors independent of $d$, apart from multiple reflections, whose relative size is of order $e^{-2\kappa d}$. The transmission probability is therefore

$$T(d)\approx T_0e^{-2\kappa d},\qquad 2\kappa=\frac{\ln[T(d_1)/T(d_2)]}{d_2-d_1}. \tag{19}$$

The ratio removes the unknown $T_0$ if the two thicknesses differ by a whole number of cells, so that both barriers end at the same point of the cell. For finite pieces of the crystal above between free-electron leads, the midgap transmission is $1.197\times10^{-6}$ for 40 cells and $6.552\times10^{-10}$ for 60 cells. The thickness difference is $20a=6.0$ nm, and (19) gives $2\kappa=1.252$ nm⁻¹, as does the symmetric law.

The prefactor is not one. At 40 cells, $d=12$ nm and $e^{-1.2518\times12}=2.99\times10^{-7}$, so $T_0\approx4.0$. At a fixed in-plane wavevector, the exponential gives the dependence on the number of cells, but not the absolute transmission. A current summed over in-plane wavevectors can have a somewhat different apparent decay rate.

## 7. Why each symmetry has its own loop

Take a cubic crystal that has inversion symmetry and mirror planes normal to $x$ and $y$ (not every cubic crystal has them), with $k$ along $z$ and zero in-plane wavevector. The mirrors $x\to-x$ and $y\to-y$ leave both the crystal and $\hat p_z$ unchanged. Hence $\hat p_z$ couples only states with equal signs under each mirror. Being odd under inversion, it also requires opposite parity at the zone centre.

An $s$ state is even under both mirrors, as is $p_z$, so the two may couple. The state $p_x$ is odd under $x\to-x$ and cannot couple to $s$, but it can couple to $d_{xz}$, which is also odd under that mirror. Although $p_x$, $p_y$ and $p_z$ are degenerate at the zone centre, the mirrors divide the Hamiltonian into separate blocks. If one pair dominates a block, (4) applies to it with its own edges and coupling.

Integration over a cubic cell with model functions of these symmetries confirms the rules. In units of inverse cell angle, the normalized coupling is 0.447 for $s$–$p_z$ and for $p_x$–$d_{xz}$, and below $10^{-12}$ for $s$–$p_x$ and $p_z$–$d_{xz}$. The two allowed values coincide because these functions are products of functions of $x$, $y$ and $z$, and the common $x$ and $y$ factors cancel on normalization. A real crystal need not have equal couplings. When the $s$ function is multiplied by $1+0.3\sin x\sin z$, with $x$ and $z$ as cell angles, it loses the mirror $x\to-x$ and the $s$–$p_x$ coupling rises to 0.054. Losing the mirror permits a coupling but does not ensure one: the factor $1+0.3\sin x\sin y$ also breaks it, yet the coupling stays zero because the integrand is odd in $z$.

For two channels present in both electrodes, (19) gives

$$\frac{T_1}{T_2}\approx\frac{T_{0,1}}{T_{0,2}}\,e^{2(\kappa_2-\kappa_1)d}. \tag{20}$$

The barrier selects orbital symmetry; equation (4) contains no spin. Spin selection arises if a ferromagnetic electrode has states of the slowly decaying symmetry at the Fermi level for one spin direction and not for the other. With antiparallel electrodes, a spin that can enter this channel on one side then finds no matching state on the other.

The separation fails when the mirrors are lost. A general in-plane wavevector with $k_x\neq0$ removes one of them even in a perfect crystal, since $x\to-x$ turns $k_x$ into $-k_x$. The exception is a $k_x$ that differs from $-k_x$ by a reciprocal lattice vector, such as $k_x=\pi/a$ in a simple cubic crystal, where the mirror survives. If $k_y=0$, the mirror $y\to-y$ remains, and states of opposite sign under it stay separate. Interface disorder and defects can also mix the channels.

## 8. Device example

Take round model parameters: $E_v=0$, Fermi level $E_F=4$ eV and thickness $d=1$ nm. Channel 1 has $E_g=8$ eV and $m^*=0.4\,m_0$. Channel 2 has the same valence edge and the same $A$, but a gap of 16 eV. From (6),

$$A^2=\frac{0.0381\times8}{0.4}=0.762\ \mathrm{eV^2\,nm^2},\qquad A=0.873\ \mathrm{eV\,nm}.$$

The coupling mass of channel 2 is then $0.8\,m_0$. Equation (7) gives

$$\kappa_1=\frac{\sqrt{4\times4}}{0.873}=4.58\ \mathrm{nm^{-1}},\qquad
\kappa_2=\frac{\sqrt{4\times12}}{0.873}=7.94\ \mathrm{nm^{-1}} .$$

The factors $e^{-2\kappa d}$ are $1.05\times10^{-4}$ and $1.28\times10^{-7}$. Their ratio is about 820, which is the filtering by the barrier alone in this symmetric model. It is not a magnetoresistance, because interface factors, electrode bands and the sum over in-plane wavevectors are left out.

One parabolic band with the mass of channel 1 would give $\kappa=6.48$ nm⁻¹ and an attenuation factor of $2.35\times10^{-6}$, smaller than the two-band value by a factor of about 45. The parabolic $\kappa$ exceeds the two-band value by 41% of the latter, and the exponential turns this into the factor of 45.

The same sensitivity limits the symmetric law. If the free-electron term is not compensated by other bands, (14) gives channel 1 the edge masses $m_c=m_0/3.5=0.29\,m_0$ and $m_v=m_0/1.5=0.67\,m_0$. Equation (16) then changes $\kappa_1$ as follows:

- at 2 eV, from 3.97 to 4.34 nm⁻¹;
- at 4 eV, from 4.58 to 4.50 nm⁻¹;
- at 6 eV, from 3.97 to 3.59 nm⁻¹.

Over 1 nm the attenuation factor is multiplied by about 0.48, 1.19 and 2.1 respectively. Channel 2 is affected more, because its coupling mass is larger and the Fermi level lies only a quarter of the way up its gap. The same term raises $\kappa_2$ from 7.94 to 9.11 nm⁻¹, and the ratio of the two attenuation factors grows from 820 to about $10^4$. With $1/m^*$ equal to the mean of the inverse edge masses, as here, the relative error of $\kappa$ in the symmetric law is smallest near midgap, slightly on the valence side. Even a small relative error can matter: for channel 2 at its midgap, 8 eV, the free-electron term changes $\kappa_2$ from 9.16 to 8.58 nm⁻¹, which multiplies the attenuation factor over 1 nm by 3.2. These channel 2 figures are properties of the two-band model, and at so large a coupling mass other bands matter. If the potential of Section 5 is deepened until $m^*/m_0=0.8$ ($U=9.08$ eV, $E_g=16.95$ eV), (16) underestimates the direct $\kappa$ by 5 to 7% at $x=0.25$, 0.5 and 0.75. At midgap the direct value, 9.38 nm⁻¹, lies close to the symmetric 9.43 rather than to the 8.83 of (16). At $m^*/m_0=0.4$ ($U=3.53$ eV), (16) holds within 0.5% at the same points. With the mass of a single edge, the error of the symmetric law grows with distance from that edge and with the mismatch of the masses: using $m_c$, $\kappa$ is low by 3% at midgap and about 6% near the valence edge for the crystal of Section 5, but by 14% and about 30% for channel 1. If the two edge masses differ, (13) is the better choice near the edges, subject to the condition stated below (12). Measured against (16), it is worse than the symmetric law for $x$ between about 0.40 and 0.5 in channel 1 and between about 0.26 and 0.5 in channel 2. For channel 2 at 4 eV the dropped term is 0.21 of $uw$, and (13) gives 10.25 nm⁻¹ against the 9.11 of (16). The full numerical output follows.

## Numbers as computed

```
hbar^2/(2 m0) = 0.038100 eV nm^2
MICROSCOPIC CRYSTAL
period a = 0.30 nm, U = 0.50 eV
Ev = 3.6707 eV, Ec = 4.6705 eV, Eg = 0.9998 eV
coupling A = 0.7983 eV nm
coupling mass m*/m0 = 0.05977
band masses from curvature: mc/m0 = 0.05640, mv/m0 = 0.06357
band masses from k.p: mc/m0 = 0.05640, mv/m0 = 0.06357
x = (E-Ev)/Eg; kappa in 1/nm; errors of kappa^2 in percent
x | direct | symmetric | two-mass | direct/sym-1 | predicted
0.10 | 0.3850 | 0.3757 | 0.3850 | +4.98 | +4.78
0.25 | 0.5504 | 0.5423 | 0.5506 | +3.01 | +2.99
0.50 | 0.6259 | 0.6262 | 0.6262 | -0.09 | +0.00
0.75 | 0.5342 | 0.5423 | 0.5344 | -2.96 | -2.99
0.90 | 0.3670 | 0.3757 | 0.3670 | -4.59 | -4.78
midgap transmission, 40 cells = 1.197e-06
midgap transmission, 60 cells = 6.552e-10
decay rate of transmission = 1.2518 1/nm
2 kappa from symmetric law = 1.2524 1/nm
SELECTION RULES (normalized z-derivative, cell angle units)
s-pz = 0.4468, s-px below 1e-12: True
px-dxz = 0.4468, pz-dxz below 1e-12: True
s-px with mirror broken = 0.0542
DEVICE EXAMPLE (Ev = 0)
channel 1: Eg = 8.0 eV, m*/m0 = 0.40
channel 2: Eg = 16.0 eV, m*/m0 = 0.80
A = 0.8729 eV nm, EF = 4.0 eV, thickness = 1.0 nm
kappa channel 1 = 4.5823 1/nm
kappa channel 2 = 7.9368 1/nm
kappa one parabolic band = 6.4804 1/nm
branch point kappa_max, channel 1 = 4.5823 1/nm
energies at 0.95 kappa_max = 2.751, 5.249 eV
energies at 1.05 kappa_max = 4.000 +/- 1.281 i eV
exp(-2 kappa d): channel 1 = 1.047e-04
exp(-2 kappa d): channel 2 = 1.277e-07
exp(-2 kappa d): parabolic = 2.351e-06
channel 1 / channel 2 = 819.7
channel 1 / parabolic = 44.53
channel 1 kappa (1/nm): symmetric | free term kept
E = 2.0 eV: 3.9684 | 4.3405
E = 4.0 eV: 4.5823 | 4.4965
E = 6.0 eV: 3.9684 | 3.5862
```
